# Current response and noise of a level coupled to three reservoirs

## Problem

A single nondegenerate level of energy $\varepsilon$ exchanges carriers of charge $+e$ with reservoirs $a=1,2,3$. The reservoirs share the temperature $T$ and have electrochemical potentials $\mu_a=eV_a$. Tunnelling to reservoir $a$ gives the level a width $\Gamma_a>0$, an energy independent of $\varepsilon$ and of the voltages. The coupling is weak: $\Gamma=\sum_a\Gamma_a\ll kT$. A current $I_a=eJ_a$ is positive when carriers flow from reservoir $a$ into the level. The level energy is held fixed when a voltage changes.

1. Find the response matrix $G_{ab}=\partial I_a/\partial V_b$ in the steady state.
2. For which potentials is it symmetric?
3. How is it related to the low-frequency current noise?

Evaluate the results for a germanium hole dot with $T=0.1$ K ($kT=8.617$ µeV), $\Gamma_{1,2,3}=0.05,\,0.10,\,0.15$ µeV and $\varepsilon=5$ µeV. Take first all $\mu_a=0$, then $\mu=(30,0,-10)$ µeV.

## First estimate by scaling

Carriers cross each barrier at a rate of order $\bar\Gamma/\hbar$, with $\bar\Gamma=0.1$ µeV the mean width. A carrier that enters from one reservoir leaves into a given reservoir with a probability of about $1/3$. The Fermi function falls over a few $kT$, and its largest slope is $1/(4kT)$. Hence, with $e^2/\hbar=2.434\times10^5$ nS,

$$|G_{12}|\sim\frac{e^2}{\hbar}\,\frac{\bar\Gamma}{3}\,\frac{1}{4kT}
=2.434\times10^5\times\frac{0.1}{3\times4\times8.617}\ \text{nS}\approx 235\ \text{nS}.$$

The sign is negative: raising $\mu_2$ fills the level more and hinders the inflow from reservoir 1.

A potential difference $\Delta\mu$ can change the slope of the Fermi function by a fraction of order $\Delta\mu/kT$. A difference between $G_{12}$ and $G_{21}$ could therefore grow as $235/8.617\approx27$ nS per µeV, and saturate near $|G_{12}|$ itself once $\Delta\mu\gtrsim kT$. Scaling gives neither its sign nor the conditions under which it vanishes.

## Exact solution of the rate equation

**Currents.** Let $n$ be the occupation of the level and $f_a=1/(e^{x_a}+1)$ with $x_a=(\varepsilon-\mu_a)/kT$. By the golden rule, reservoir $a$ fills an empty level at the rate $\Gamma_af_a/\hbar$ and empties a filled one at the rate $\Gamma_a(1-f_a)/\hbar$. The net current is

$$J_a=\frac{\Gamma_a}{\hbar}\left[f_a(1-n)-(1-f_a)n\right]=\frac{\Gamma_a}{\hbar}(f_a-n).$$

In the steady state $dn/dt=\sum_aJ_a=0$, so $n=\sum_b\Gamma_bf_b/\Gamma$. Writing $f_a=\sum_b\Gamma_bf_a/\Gamma$ then gives

$$J_a=\sum_b\frac{\Gamma_a\Gamma_b}{\hbar\Gamma}(f_a-f_b).$$

**Response.** Only $f_b$ depends on $\mu_b$. Its derivative is

$$g_b\equiv\frac{\partial f_b}{\partial\mu_b}=\frac{1}{kT}\frac{e^{x_b}}{(e^{x_b}+1)^2}=\frac{f_b(1-f_b)}{kT}=\frac{1}{4kT\cosh^2(x_b/2)}.$$

Differentiating $J_a=\Gamma_a(f_a-n)/\hbar$, with $\partial n/\partial\mu_b=\Gamma_bg_b/\Gamma$, yields

$$L_{ab}\equiv\frac{\partial J_a}{\partial\mu_b}=\frac{\Gamma_a}{\hbar}\left(\delta_{ab}-\frac{\Gamma_b}{\Gamma}\right)g_b,\qquad G_{ab}=e^2L_{ab}.$$

Each column sums to zero, because $\sum_a\Gamma_a(\delta_{ab}-\Gamma_b/\Gamma)=\Gamma_b-\Gamma_b=0$. This is particle conservation.

**Symmetry.** For $a\ne b$,

$$L_{ab}-L_{ba}=\frac{\Gamma_a\Gamma_b}{\hbar\Gamma}\,(g_a-g_b).$$

At equilibrium all $g_a$ are equal and $L$ is symmetric. This is an Onsager relation between properly conjugate quantities. Reservoir $a$ loses energy $\varepsilon J_a$ and particles $J_a$ per unit time, so the total entropy grows at the rate $-\sum_a(\varepsilon-\mu_a)J_a/T=\sum_a\mu_aJ_a/T$, where $\sum_aJ_a=0$ was used. Each $J_a$ is thus paired with $\mu_a/T$. A magnetic field does not spoil the symmetry here, since the golden-rule rates contain squared moduli of tunnelling amplitudes and no phases.

Away from equilibrium, $g$ is an even function of $\mu-\varepsilon$ that falls strictly with $|\mu-\varepsilon|$. Therefore $L$ is symmetric if and only if all three distances $|\mu_a-\varepsilon|$ are equal. A generic bias violates this condition, but some biased states satisfy it: those with one reservoir at $\varepsilon+d$ and two at $\varepsilon-d$, or the reverse. There $f_a$ takes the two values $f$ and $1-f$, which have the same product $f(1-f)$, while the currents are nonzero.

For a small bias, use

$$\frac{dg}{d\mu}=\frac{1}{kT}(1-2f)\frac{\partial f}{\partial\mu}=\frac{g(1-2f)}{kT}.$$

To first order,

$$L_{12}-L_{21}\simeq\frac{\Gamma_1\Gamma_2}{\hbar\Gamma}\,\frac{g(1-2f)}{kT}\,(\mu_1-\mu_2).$$

The symmetry is lost at first order in the bias unless $f=1/2$, that is, unless the level lies at the common equilibrium potential.

**Noise.** Let $N_a$ be the net number of carriers transferred from reservoir $a$ into the level. Weight each transfer by $e^{\chi_a}$ when a carrier enters and by $e^{-\chi_a}$ when it leaves. Set $\hbar=1$ for this calculation and define

$$A=\sum_a\Gamma_af_ae^{\chi_a},\quad B=\sum_a\Gamma_a(1-f_a)e^{-\chi_a},$$

with values $\Gamma_{\rm in}$ and $\Gamma_{\rm out}$ at $\chi=0$, so that $\Gamma_{\rm in}+\Gamma_{\rm out}=\Gamma$. The weighted probabilities of the empty and filled states evolve with the matrix

$$\begin{pmatrix}-\Gamma_{\rm in}&B\\A&-\Gamma_{\rm out}\end{pmatrix}.$$

At long times the average of $e^{\sum_a\chi_aN_a}$ grows as $e^{\lambda t}$, where $\lambda$ is the eigenvalue that vanishes at $\chi=0$. The first derivatives of $\lambda$ are the mean currents, and the second derivatives are the growth rates $C_{ab}$ of the covariances of $N_a$ and $N_b$. The characteristic equation is

$$\lambda^2+\Gamma\lambda+\Gamma_{\rm in}\Gamma_{\rm out}-AB=0.$$

One derivative at $\chi=0$ gives $\Gamma\,\partial_a\lambda=\Gamma_a[f_a\Gamma_{\rm out}-(1-f_a)\Gamma_{\rm in}]=\Gamma_a(f_a\Gamma-\Gamma_{\rm in})$. Hence $\partial_a\lambda=\Gamma_a(f_a-n)=J_a$, as it must. A second derivative gives $2J_aJ_b+\Gamma C_{ab}=\partial_a\partial_b(AB)$, or

$$C_{ab}=\frac1\Gamma\Big\{\delta_{ab}\Gamma_a[f_a\Gamma_{\rm out}+(1-f_a)\Gamma_{\rm in}]-\Gamma_a\Gamma_b[f_a(1-f_b)+f_b(1-f_a)]-2J_aJ_b\Big\}.$$

At equilibrium $J_a=0$, $\Gamma_{\rm in}=\Gamma f$ and $\Gamma_{\rm out}=\Gamma(1-f)$. The expression becomes

$$C_{ab}=2f(1-f)\,\Gamma_a\left(\delta_{ab}-\frac{\Gamma_b}{\Gamma}\right)=2kT\,L_{ab}.$$

The one-sided spectral density at low frequency is $S_{ab}=2e^2C_{ab}$, so $S_{ab}=4kT\,G_{ab}$. A covariance matrix is symmetric in any state. This relation must therefore fail wherever $G$ is asymmetric.

## Numbers, and comparison with the estimate

At equilibrium $f=0.3589$ and $kTg=f(1-f)=0.2301$. With $\Gamma_1\Gamma_2/\Gamma=0.05\times0.10/0.30=0.01667$ µeV,

$$G_{12}=G_{21}=-2.434\times10^5\times0.01667\times\frac{0.2301}{8.617}\ \text{nS}=-108.3\ \text{nS}.$$

The estimate of 235 nS is too large by a factor of 2.2. Most of this comes from the widths: $\Gamma_1\Gamma_2/\Gamma$ is half of $\bar\Gamma/3$. The rest is the factor $0.2301/0.25$ in the thermal slope.

At the bias $\mu=(30,0,-10)$ µeV the occupations are $f=(0.9479,0.3589,0.1492)$, and $n=0.3522$. The current from reservoir 1 is $243.4\times0.05\times(0.9479-0.3522)=7.25$ pA, where 243.4 pA/µeV is the value of $e/\hbar$. The other currents are $0.16$ and $-7.41$ pA. The response matrix is

$$G=\begin{pmatrix}58.1&-108.3&-89.7\\-23.2&433.3&-179.3\\-34.9&-325.0&269.0\end{pmatrix}\ \text{nS}.$$

The second column is the same as at equilibrium, because it depends on $\mu_2$ alone and $\mu_2$ has not moved. The ratio $G_{12}/G_{21}=4.66$ equals $g_2/g_1=0.2301/0.0494$. The difference $G_{12}-G_{21}=-85$ nS has the size of $G_{12}$, as the scaling argument suggested for a bias of $3.5\,kT$.

For a small bias the exact slope is $108.3\times(1-2\times0.3589)/8.617=3.55$ nS/µeV, against the estimated 27. Besides the factor 2.2 found above, the estimate lacks the factor $1-2f=0.28$. The slope is also positive, whereas the difference at the full bias is negative. As $\mu_1$ rises from zero with $\mu_2=0$, it first approaches the level and $g_1$ grows. Beyond $\mu_1=\varepsilon$ it recedes, and at $\mu_1=2\varepsilon=10$ µeV the two distances are equal and the difference changes sign. A linear extrapolation to 30 µeV would give $+106$ nS.

The biased state $\mu=(25,-15,-15)$ µeV has all distances equal to 20 µeV. It carries $8.33$ pA from reservoir 1, yet $G_{12}=G_{21}=-38.3$ nS.

The noise separates these cases:

| State | $S_{12}$ (fA²/Hz) | $4kTG_{12}$ | $4kTG_{21}$ |
|---|---:|---:|---:|
| Equilibrium | −0.598 | −0.598 | −0.598 |
| $\mu=(30,0,-10)$ µeV | −0.825 | −0.598 | −0.128 |
| $\mu=(25,-15,-15)$ µeV | −0.845 | −0.212 | −0.212 |

The last row shows that a symmetric response does not restore the equilibrium relation between response and noise.

## Level broadening

For noninteracting carriers the coherent current, which includes the width of the level, is

$$J_a=\int\frac{dE}{2\pi\hbar}\sum_bT_{ab}(E)\,[f_a(E)-f_b(E)],\qquad T_{ab}=\frac{\Gamma_a\Gamma_b}{(E-\varepsilon)^2+\Gamma^2/4}.$$

Here $f_a(E)$ is the Fermi function of reservoir $a$ at energy $E$. When $\Gamma\ll kT$ the Fermi functions hardly vary across the peak. The peak area is $2\pi\Gamma_a\Gamma_b/\Gamma$, which returns the rate-equation current. The transmission $T_{ab}$ is symmetric even at bias; the asymmetry of $G$ comes from the different thermal weights of the reservoirs.

In the example $\Gamma/kT=0.035$, and at the bias $(30,0,-10)$ µeV broadening changes no element of $G$ by more than about 1% of its own value. Halving all widths reduces the largest error, relative to the largest element, by a factor of 1.99, as expected for a correction linear in $\Gamma$. The coherent formula was itself compared with the unitary evolution of a level and three discretized reservoirs, at widths of 0.2, 0.4 and 0.6 µeV. The response matrices agree within 0.5% of the largest element, both at equilibrium and at this bias. Broadening also lowers the magnitude of the tabulated noise $S_{12}$, by less than 1% in each of the three states.

The rate equation fails for a reservoir far from the level. There $g_b\simeq e^{-|x_b|}/kT$ is exponentially small, while the tail of the peak contributes $\Gamma/[2\pi(\mu_b-\varepsilon)^2]$. For $\Gamma/kT=0.035$ the two are comparable near $|x_b|\approx10$, or about 85 µeV.

## The germanium dot

The chosen temperature is a plausible one for a dot in a dilution refrigerator, and the widths are set by gate-controlled barriers. With a rough out-of-plane $g$ factor of 10, a field of 0.3 T splits the spin states by 174 µeV. At the bias $(30,0,-10)$ µeV the largest Fermi factor of the upper spin state is then $3\times10^{-8}$. A rough charging energy of 1.5 meV suppresses thermal double occupation much further. The broadened tail of the upper spin state matters more than its Fermi factor, but for noninteracting carriers it too adds less than 0.1% to any element of $G$, provided the two spin states tunnel into different channels of each reservoir. If they shared a channel with equal strength, their amplitudes would interfere. Depending on the phases, elements of $G$ could then change by up to about 0.7%, and $G_{12}$ and $G_{21}$ could differ by about 0.3% even at equilibrium. With charging, virtual occupation of the upper spin state also raises the level by roughly $(\Gamma/2\pi)\ln(1+1500/174)\approx0.1$ µeV. This would change elements of $G$ by up to about 1%, so the nearly constant shift is taken as part of $\varepsilon$. One nondegenerate level is then adequate, provided that no orbital state lies close by.

The assumption of a fixed level energy needs care in a real dot. Each reservoir also acts on the dot as a gate: a change $\delta\mu_b$ moves the level by $\alpha_b\,\delta\mu_b$, where $\alpha_b$ is a lever arm. Since $J_a$ depends on the differences $\varepsilon-\mu_c$ alone, $\partial J_a/\partial\varepsilon=-\sum_cL_{ac}$, and the response becomes

$$G_{ab}'=G_{ab}-\alpha_bR_a,\qquad R_a=\sum_cG_{ac}.$$

At equilibrium $R_a=0$, so the symmetry survives for any lever arms. At the bias $(30,0,-10)$ µeV, $R_1=-139.9$ nS and $R_2=230.7$ nS. Rough lever arms of 0.10 give $G_{12}'=-108.3+14.0=-94.3$ nS and $G_{21}'=-23.2-23.1=-46.3$ nS. The difference shrinks from $-85$ to $-48$ nS, a far larger change than broadening makes. 
The row sums are $R_a=(e^2/\hbar)\,\Gamma_a\big(g_a-\sum_c\Gamma_cg_c/\Gamma\big)$. They vanish whenever all $g_a$ are equal, so at equal distances $|\mu_a-\varepsilon|$ the symmetry also survives for any lever arms. The condition is then still sufficient. To see when it is necessary, write $G'_{ab}-G'_{ba}=(\Gamma_b/\Gamma-\alpha_b)R_a-(\Gamma_a/\Gamma-\alpha_a)R_b$ and sum over $b$. Since $\sum_bR_b=0$, a symmetric $G'$ requires $(1-\sum_b\alpha_b)R_a=0$. Unless the lever arms sum to one, all $R_a$ vanish and all $g_a$ are equal. Necessity is lost only in the limiting case of a dot with no capacitance to any gate, whose lever arms sum to one. If they are $\alpha_a=\Gamma_a/\Gamma$, then $\alpha_bR_a-\alpha_aR_b=G_{ab}-G_{ba}$, and $G'$ is symmetric at every bias. For a gated dot, with $\sum_a\alpha_a<1$, the condition stays both necessary and sufficient, whether or not a gate voltage compensates the shift. 
The noise in the table is that of tunnelling alone. In a real dot, charge noise also moves the level and, as long as the shifts are small compared with $kT$, adds $R_aR_bS_\varepsilon/e^2$ to $S_{ab}$, where $S_\varepsilon$ is the spectral density of the level energy. Take a rough $1/f$ noise with an amplitude of 1 µeV/√Hz at 1 Hz. At the bias $(30,0,-10)$ µeV its contribution to $S_{12}$ then exceeds the tabulated value below about 40 kHz. The tunnelling noise should therefore be measured well above this frequency, yet well below $\Gamma/h\approx70$ MHz, where the low-frequency limit ends. The estimate is rough, because this noise is not very small against $kT$. If the $1/f$ form holds from 1 Hz up to $\Gamma/h$, the rms shift of the level is $\sqrt{\ln(7\times10^7)}\approx4$ µeV, about $kT/2$. Averaging over Gaussian shifts of this size changes elements of $G$ at this bias by up to about 8% and $S_{12}$ from $-0.825$ to about $-0.80$ fA²/Hz, well beyond the effect of broadening.

## Numbers as computed

```
temperature T: 0.100 K
thermal energy kT: 8.617 ueV
widths Gamma_1,2,3: 0.050, 0.100, 0.150 ueV
Gamma/kT: 0.0348
level energy: 5.000 ueV
bias mu_1,2,3: 30.000, 0.000, -10.000 ueV
equilibrium f: 0.3589
biased f_1,2,3: 0.9479, 0.3589, 0.1492
biased kT*g_1,2,3: 0.0494, 0.2301, 0.1270
biased occupation n: 0.3522
biased currents I_1,2,3: 7.250, 0.162, -7.412 pA
equilibrium G row 1: 270.80, -108.32, -162.48 nS
equilibrium G row 2: -108.32, 433.28, -324.96 nS
equilibrium G row 3: -162.48, -324.96, 487.44 nS
biased G row 1: 58.12, -108.32, -89.65 nS
biased G row 2: -23.25, 433.28, -179.31 nS
biased G row 3: -34.87, -324.96, 268.96 nS
biased G12-G21: -85.07 nS
biased ratio G12/G21: 4.659
biased row sums of G: -139.85, 230.72, -90.87 nS
small-bias slope of G12-G21, numeric: 3.5476 nS/ueV
small-bias slope of G12-G21, formula: 3.5478 nS/ueV
special bias mu_1,2,3: 25.000, -15.000, -15.000 ueV
special currents I_1,2,3: 8.329, -3.331, -4.997 pA
special G12, G21: -38.328, -38.328 nS
equilibrium noise S12: -0.5982 fA^2/Hz
equilibrium 4kT*G12: -0.5982 fA^2/Hz
biased noise S12, S21: -0.8246, -0.8246 fA^2/Hz
biased 4kT*G12, 4kT*G21: -0.5982, -0.1284 fA^2/Hz
special noise S12: -0.8448 fA^2/Hz
special 4kT*G12: -0.2117 fA^2/Hz
coherent biased G12, G21: -107.41, -23.47 nS
largest broadening change of a G element: 0.95 %
broadening error ratio, Gamma to Gamma/2: 1.993
closed-system test widths: 0.200, 0.400, 0.600 ueV
closed-system mismatch, equilibrium and bias: 0.464, 0.464 % of largest element
lever arms (rough): 0.10, 0.10, 0.10
biased G12, G21 with lever arms: -94.33, -46.32 nS
g factor (rough): 10
magnetic field: 0.3 T
Zeeman splitting: 173.7 ueV
charging energy (rough): 1500 ueV
Fermi factor of next spin state: 3.2e-08
Fermi factor of double occupation: 8.2e-84
interference estimate Gamma/(pi*Zeeman): 5.5e-04
```
